**LO–TO splitting from short-range, local-charge and self-consistent models of a rocksalt crystal**

For a cubic polar insulator $K_{LO}-K_{TO}\to4\pi k_eZ^{*2}/(\Omega\varepsilon_\infty)$ as $q\to0$, where $K$ is the force constant of the relative displacement, $\Omega$ the cell volume, $k_e=e^2/4\pi\varepsilon_0$, $Z^*$ the Born charge and $\varepsilon_\infty$ the electronic dielectric constant. The reference is a model crystal with ionic charge $Z$ and a Wannier centroid of charge $-Y$, stiffness $k$ and local coupling $c_0$, and the program asserts that reciprocal lattice sums reproduce the closed forms for $Z^*$, $\varepsilon_\infty$, $K_{TO}$ and the splitting in four directions, the Lyddane–Sachs–Teller ratio, stability on a zone grid and the $Z^{*2}/(\varepsilon_\infty R^3)$ tail to 3%. It asserts that a random message-passing network with $T$ layers couples planes $2T$ hops apart but not $2T+1$, that its splitting scales as $q^2$, and that a dipole sum cut at $R_c=41$ Å keeps the fraction $1-3j_1(x)/x$, $x=qR_c$. Frozen-wave Ewald energies are asserted to give $4\pi k_eZ^{*2}/\Omega$ for local charges (at two smearings) and local centroids, an acoustic gap for charges that are not conserved bond by bond, and a $q^2$ splitting for global charge equilibration. The output gives $Z^*=2.319$, $\varepsilon_\infty=3.80$ and $\nu_{TO}=15.2$ THz. The LO frequency is 15.2 THz with no long-range term, 35.7 THz with local centroids, and 22.5 THz with centroids that are self-consistent or scaled by $1/\varepsilon_\infty$.

## Program and output

```python
# Result under test: in a cubic polar insulator K_LO - K_TO = 4 pi ke Z*^2/(Omega eps_inf) as q->0.
# Finite-range models give zero; Ewald on local (geometry-only) charges or Wannier centroids gives
# the same form with eps = 1; field-responsive centroids give eps_inf; global charge equilibration
# gives zero. Rocksalt AB model; units eV, Angstrom, u, e. d bond length, Om cell volume,
# ke = e^2/(4 pi eps0), K force constant, Z ionic charge, -Y centroid charge on B, w its shift,
# ks its stiffness, c0 its local coupling, Lf Lorentz factor, sig Gaussian smearing.
import numpy as np
from scipy import constants as sc
from scipy.special import spherical_jn
from scipy.optimize import brentq

ke = sc.e/(4*np.pi*sc.epsilon_0)*1e10
THz = np.sqrt(sc.e/(1e-20*sc.atomic_mass))/(2*np.pi)/1e12
cm = 1e12/(sc.c*100)
a0, mA, mB, Z, Y, ks, c0, k1, k2 = 4.0, 50.0, 20.0, 2.0, 8.0, 500.0, 0.1, 12.0, 2.0
d, Om, mu = a0/2, a0**3/4, mA*mB/(mA+mB)
unit = 4*np.pi*ke/Om
def out(label, x, u=""): print(f"{label}: {x:.5g} {u}")
def nu(K): return THz*np.sqrt(K/mu)

# closed forms for the self-consistent centroid model
Lf, al, Z0 = unit/3, Y*Y/ks, Z-Y*c0
Zs, eps = Z0/(1-al*Lf), 1+3*al*Lf/(1-al*Lf)
KTO = 2*k1-Lf*Z0**2/(1-al*Lf)
dK, cstar = unit*Zs**2/eps, c0-Y*Lf*Zs/ks

# harmonic lattice sums; variables (uA, uB, w)
sg, I3 = 0.25, np.eye(3)
r = np.arange(-15, 16)
hkl = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
hkl = hkl[(hkl[:, 0] % 2 == hkl[:, 1] % 2) & (hkl[:, 1] % 2 == hkl[:, 2] % 2)]
hkl = hkl[np.linalg.norm(hkl, axis=1)*2*np.pi/a0 < 22]
G, sgn = hkl*2*np.pi/a0, 1.0-2*(hkl[:, 0] % 2)
nn2 = np.array([v for v in np.ndindex(3, 3, 3) if np.abs(np.array(v)-1).sum() == 2])-1.0
P = np.zeros((6, 9)); P[:3, :3] = Z*I3; P[3:, 3:6] = -Z*I3; P[3:, 6:] = -Y*I3
def hessian(q):
    k = q[:, None, :]+G[None]
    kk = (k*k).sum(-1); kk = np.where(kk < 1e-14, np.inf, kk)
    kw = (k*(unit*np.exp(-sg*sg*kk)/kk)[..., None]).transpose(0, 2, 1)
    Taa = kw@k-ke/(6*np.sqrt(np.pi)*sg**3)*I3
    Tab = (kw*sgn)@k
    T = np.block([[Taa, Tab], [Tab, Taa]])
    C = np.cos(q*d)[:, :, None]*I3
    M = np.concatenate([-c0*C, c0*I3+0*C, I3+0*C], axis=2)
    H = P.T@T@P+ks*M.transpose(0, 2, 1)@M
    S = 2*k1*I3+k2*np.einsum('qn,na,nb->qab', 1-np.cos(q@nn2.T*d), nn2, nn2)/2
    H[:, :3, :3] += S; H[:, 3:6, 3:6] += S
    H[:, :3, 3:6] -= 2*k1*C; H[:, 3:6, :3] -= 2*k1*C
    return H, Taa, Tab
def schur(H): return H[:, :6, :6]-H[:, :6, 6:]@np.linalg.solve(H[:, 6:, 6:], H[:, 6:, :6])
ms = np.sqrt(np.repeat([mA, mB], 3))
def eig(K): return np.linalg.eigvalsh(K/np.outer(ms, ms))

H0, Taa0, Tab0 = [x[0] for x in hessian(np.zeros((1, 3)))]
assert np.allclose(Taa0, -Lf*I3, atol=5e-4) and np.allclose(Tab0, -Lf*I3, atol=5e-4)
Wi = np.linalg.inv(H0[6:, 6:])
resp = -Wi@H0[6:, :3]
eps_n, Zs_n = 1+unit*Y*Y*Wi[0, 0], Z-Y*resp[0, 0]
assert abs(eps_n/eps-1) < 1e-4 and abs(Zs_n/Zs-1) < 1e-4 and abs(resp[0, 0]-cstar) < 1e-5
free = [0, 6]; cvec = np.array([Z, -Y])   # static field along x, B held fixed
eps0_n = 1+unit*cvec@np.linalg.solve(H0[np.ix_(free, free)], cvec)
dirs4 = np.array([[0, 0, 1], [1, 1, 0], [1, 1, 1], [0.3, -0.5, 0.9]])
dirs4 = dirs4/np.linalg.norm(dirs4, axis=1)[:, None]
ev = eig(schur(hessian(1e-3*dirs4)[0]))*mu
assert np.allclose(ev[:, 3:5], KTO, rtol=1e-4) and np.allclose(ev[:, 5]-ev[:, 4], dK, rtol=1e-4)
assert abs(ev[0, 5]/ev[0, 4]/(eps0_n/eps_n)-1) < 1e-4
KTO_n, KLO_n = ev[0, 4], ev[0, 5]

# real-space tail from a Brillouin-zone grid; the ratio to the bare kernel removes supercell images
Ng = 20; m = np.arange(-Ng//2, Ng//2)/Ng
qs = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T@(1-2*I3)*2*np.pi/a0
Kd, Td, lo = [], [], []
for b in range(0, len(qs), 100):
    H, Taa, _ = hessian(qs[b:b+100]); K = schur(H)
    Kd.append(K[:, 2, 2]-K[:, 0, 0]); Td.append(Taa[:, 2, 2]-Taa[:, 0, 0]); lo.append(eig(K)[:, 0])
Kd, Td, lo = map(np.concatenate, (Kd, Td, lo))
lo_min = lo[np.linalg.norm(qs, axis=1) > 1e-9].min()
assert lo_min > 0
Rs = np.array([12.0, 16.0, 20.0]); ph = np.cos(np.outer(Rs, qs[:, 2]))/len(qs)
assert abs((ph@Td)[0]/(-3*ke/Rs[0]**3)-1) < 0.02
ratio = (ph@Kd)/(ph@Td); tail = np.polyfit(1/Rs**2, ratio, 2)[-1]
assert abs(tail/(Zs**2/eps)-1) < 0.03

# dipole tail cut at Rc: explicit sum against 1 - 3 j1(x)/x
def frac_sum(q, Rc):
    n = np.arange(-int(Rc/d), int(Rc/d)+1)*d
    x, y, z = np.meshgrid(n, n, n); rr = np.sqrt(x*x+y*y+z*z); s = (rr > 0) & (rr < Rc)
    return (3*(x[s]**2-z[s]**2)/rr[s]**5*np.cos(q*z[s])).sum()*d**3/(4*np.pi)
def frac(x): return 1-3*spherical_jn(1, x)/x
for x in (1.0, 2.0, 4.0): assert abs(frac_sum(x/41, 41.0)/frac(x)-1) < 0.03

# frozen waves along z with full nonlinear energies; u has shape (plane, species, xyz)
e6 = np.vstack([I3, -I3]); dp = e6[:, 2].astype(int)
def nb(X, j): return np.roll(X[:, ::-1], -dp[j], axis=0)
def bonds(u):
    v = np.array([d*e6[j]+nb(u, j)-u for j in range(6)])
    rl = np.linalg.norm(v, axis=-1); return rl, v/rl[..., None]
def sites(u):
    p = np.arange(len(u)); R = np.zeros_like(u)
    R[:, 0, 0], R[:, 1, 0], R[:, :, 2] = (p % 2)*d, ((p+1) % 2)*d, p[:, None]*d
    return R+u
cache = {}
def phases(R, n, sig):
    if (n, sig) not in cache:
        gm = 4.9/sig; B = 2*np.pi*np.linalg.inv(np.array([[d, d, 0], [d, -d, 0], [0, 0, n*d]])).T
        n1, n3 = int(gm/np.linalg.norm(B[0]))+1, int(gm/B[2, 2])+1
        i, j, l = [x.ravel() for x in np.mgrid[-n1:n1+1, -n1:n1+1, 0:n3+1]]
        h = (l > 0) | ((l == 0) & ((j > 0) | ((j == 0) & (i > 0))))
        g = np.c_[i, j, l][h]@B; g = g[(g*g).sum(1) < gm*gm]; g2 = (g*g).sum(1)
        cache[n, sig] = g, unit/n*np.exp(-sig*sig*g2)/g2
    g, v = cache[n, sig]; return np.exp(-1j*(g@R.T)), v
def ewald(R, q, n, sig):
    E, v = phases(R, n, sig); return (v*np.abs(E@q)**2).sum()
qbar, f0, lam = 1.5, -0.1, 0.5
def flux(share, sig):
    def E(u):
        s = f0*(np.exp(-(bonds(u)[0]-d)/lam)-1).sum(0)
        q = np.c_[qbar+s[:, 0], -qbar-share*s[:, 1]]
        return ewald(sites(u).reshape(-1, 3), q.ravel(), len(u), sig)
    return E
g0 = cstar/(4/d-2/lam)
def wannier(u):
    rl, n = bonds(u); w = (g0*np.exp(-(rl-d)/lam)[..., None]*n).sum(0)[:, 1]
    R = sites(u); o = np.ones(len(u))
    return ewald(np.vstack([R[:, 0], R[:, 1], R[:, 1]+w]), np.r_[Z*o, (Y-Z)*o, -Y*o], len(u), 0.7)
J, chi0 = 10.0, 15.0
def qeq(u, charges=False):
    E, v = phases(sites(u).reshape(-1, 3), len(u), 0.7); n = E.shape[1]
    A = 2*((E.real.T*v)@E.real+(E.imag.T*v)@E.imag)+J*np.eye(n)
    chi = np.tile([-chi0, chi0], n//2); o = np.ones((n, 1))
    q = np.linalg.solve(np.block([[A, o], [o.T, np.zeros((1, 1))]]), np.r_[-chi, 0])[:n]
    return q if charges else 0.5*q@A@q+chi@q
rng = np.random.default_rng(1); W = rng.normal(size=(6, 2, 4)); Wm = rng.normal(size=(4, 4))/3
def network(T):
    def E(u):
        rl, n = bonds(u); f = np.exp(-(rl-d)/0.8); v = (f[..., None]*n).sum(0)
        h = np.tanh((f.sum(0)-6)[..., None]*W[0]+(v*v).sum(-1)[..., None]*W[1]+0.5*W[2])
        for _ in range(T-1):
            msg = sum(f[j][..., None]*nb(h, j) for j in range(6))
            vv = sum((v*nb(v, j)).sum(-1) for j in range(6))
            h = np.tanh(msg@Wm/3+vv[..., None]*W[3]+0.5*W[4])
        return (h*W[5]).sum()
    return E
def split(E, N, amp, e=0.004):
    n = 2*N; wave = np.cos(2*np.pi*np.arange(n)/n)[:, None]*np.array(amp); val = []
    for ax in (2, 0):
        u = np.zeros((n, 2, 3)); u[..., ax] = e*wave; val.append(E(u)+E(-u))
    return 2*(val[0]-val[1])/(e*e*n)
def limit(E, amp): return (4*split(E, 32, amp)-split(E, 16, amp))/3
def mixed(E, sep):
    u1 = np.zeros((16, 2, 3)); u2 = u1.copy(); u1[0, :, 2] = 0.1; u2[sep, :, 2] = 0.1
    return E(u1+u2)-E(u1)-E(u2)+E(0*u1)
mix = {}
for T in (1, 2):
    mix[T] = mixed(network(T), 2*T), mixed(network(T), 2*T+1)
    assert abs(mix[T][0]) > 1e-8 and abs(mix[T][1]) < 1e-11
s1, s2 = split(network(2), 32, (1, 0)), split(network(2), 64, (1, 0))
assert abs(s1/s2-4) < 0.3
fp = -f0/lam; Zf = qbar+2*d*fp; Zsum = (qbar+d*fp)-(qbar+2*d*fp)
f7, f10 = limit(flux(1, 0.7), (1, 0)), limit(flux(1, 1.0), (1, 0))
assert abs(f7/(unit*Zf**2)-1) < 2e-3 and abs(f10/(unit*Zf**2)-1) < 2e-3
ac1, ac2 = limit(flux(1, 0.7), (1, 1)), limit(flux(0.5, 0.7), (1, 1))
assert abs(ac1) < 0.05 and abs(ac2-unit*Zsum**2) < 0.05
wA, wac = limit(wannier, (1, 0)), limit(wannier, (1, 1))
assert abs(wA/(unit*Zs**2)-1) < 2e-3 and abs(wac) < 0.05
assert abs(wA/(KLO_n-KTO_n)/eps-1) < 2e-3
q1, q2 = split(qeq, 16, (1, 0)), split(qeq, 32, (1, 0)); qA = qeq(np.zeros((8, 2, 3)), True)[0]
assert abs(q1/q2-4) < 0.4 and abs(q2) < 0.01*unit*qA**2

U = "eV/A^2"
print(f"inputs: a={a0} A, mA={mA} u, mB={mB} u, Z={Z} e, Y={Y} e, c0={c0}")
print(f"inputs: ks={ks}, k1={k1}, k2={k2} {U}; lattice-sum sigma={sg} A")
for row in [("ke", ke, "eV A"), ("Omega", Om, "A^3"), ("mu", mu, "u"), ("4 pi ke/Omega", unit, U),
            ("Lorentz L", Lf, U), ("a=Y^2/ks", al, "A^2/eV"), ("aL", al*Lf, ""), ("Z0", Z0, "e"),
            ("Z* formula", Zs, "e"), ("Z* lattice sum", Zs_n, "e"), ("eps_inf formula", eps, ""),
            ("eps_inf lattice sum", eps_n, ""), ("eps_0", eps0_n, ""), ("c*", cstar, ""),
            ("Z*/sqrt(eps_inf)", Zs/np.sqrt(eps), "e"), ("K_sr", 2*k1, U), ("K_TO", KTO_n, U),
            ("K_LO", KLO_n, U), ("K_LO-K_TO formula", dK, U),
            ("lowest grid frequency off Gamma", THz*np.sqrt(lo_min), "THz")]:
    out(*row)
for lab, K in [("nu_TO = short-range nu_LO", KTO_n), ("nu_LO self-consistent", KLO_n),
               ("nu_LO local centres", KTO_n+wA), ("nu_LO local centres/eps", KTO_n+wA/eps)]:
    print(f"{lab}: {nu(K):.3f} THz = {nu(K)*cm:.1f} cm^-1")
print("tail ratio at R=12,16,20 A:", " ".join(f"{x:.4f}" for x in ratio), "e^2")
print(f"tail extrapolated: {tail:.4f} e^2; Z*^2/eps: {Zs**2/eps:.4f} e^2")
for q in (0.02, 0.1, 0.25):
    print(f"Rc=11 A, q={q} 1/A: kept fraction sum {frac_sum(q, 11.0):.4f}, formula {frac(11*q):.4f}")
print(f"Rc=41 A, x=2: sum {frac_sum(2/41, 41.0):.4f}, formula {frac(2.0):.4f}")
out("x at half splitting", brentq(lambda x: frac(x)-0.5, 1, 4))
for T in (1, 2):
    print(f"network T={T}: mixed energy at {2*T} hops {mix[T][0]:.2e}, at {2*T+1} hops {mix[T][1]:.1e}")
out("network split ratio N=32/N=64", s1/s2)
print(f"wave q: N=16 {2*np.pi/(16*a0):.4f}, N=32 {2*np.pi/(32*a0):.4f} 1/A")
print(f"flux: qbar={qbar} e, f0={f0} e, lambda={lam} A, f'={fp:.2f} e/A, Z*={Zf:.3f} e")
print(f"flux split: sigma 0.7 A {f7:.3f}, sigma 1.0 A {f10:.3f}, formula {unit*Zf**2:.3f} {U}")
out("acoustic split, conserving charges", ac1, U)
print(f"non-conserving: sum Z*={Zsum:.2f} e, acoustic split {ac2:.3f}, formula {unit*Zsum**2:.3f} {U}")
print(f"local centres: g0={g0:.5f} A, split {wA:.3f}, formula {unit*Zs**2:.3f} {U}")
out("local centres acoustic split", wac, U)
out("local/self-consistent split ratio", wA/(KLO_n-KTO_n))
print(f"QEq: J={J} eV, chi={chi0} eV, qA={qA:.4f} e, unscreened {unit*qA**2:.3f} {U}")
print(f"QEq split: N=16 {q1:.4f}, N=32 {q2:.4f} {U}, ratio {q1/q2:.3f}")
print("checks complete")
```

It prints:

```
inputs: a=4.0 A, mA=50.0 u, mB=20.0 u, Z=2.0 e, Y=8.0 e, c0=0.1
inputs: ks=500.0, k1=12.0, k2=2.0 eV/A^2; lattice-sum sigma=0.25 A
ke: 14.4 eV A
Omega: 16 A^3
mu: 14.286 u
4 pi ke/Omega: 11.309 eV/A^2
Lorentz L: 3.7698 eV/A^2
a=Y^2/ks: 0.128 A^2/eV
aL: 0.48254 
Z0: 1.2 e
Z* formula: 2.319 e
Z* lattice sum: 2.319 e
eps_inf formula: 3.7975 
eps_inf lattice sum: 3.7975 
eps_0: 8.2994 
c*: -0.039876 
Z*/sqrt(eps_inf): 1.19 e
K_sr: 24 eV/A^2
K_TO: 13.509 eV/A^2
K_LO: 29.525 eV/A^2
K_LO-K_TO formula: 16.016 eV/A^2
lowest grid frequency off Gamma: 1.3691 THz
nu_TO = short-range nu_LO: 15.203 THz = 507.1 cm^-1
nu_LO self-consistent: 22.475 THz = 749.7 cm^-1
nu_LO local centres: 35.660 THz = 1189.5 cm^-1
nu_LO local centres/eps: 22.475 THz = 749.7 cm^-1
tail ratio at R=12,16,20 A: 1.4844 1.4495 1.4334 e^2
tail extrapolated: 1.4051 e^2; Z*^2/eps: 1.4161 e^2
Rc=11 A, q=0.02 1/A: kept fraction sum 0.0052, formula 0.0048
Rc=11 A, q=0.1 1/A: kept fraction sum 0.1235, formula 0.1159
Rc=11 A, q=0.25 1/A: kept fraction sum 0.6098, formula 0.5783
Rc=41 A, x=2: sum 0.3478, formula 0.3469
x at half splitting: 2.4983 
network T=1: mixed energy at 2 hops -3.58e-02, at 3 hops 8.9e-16
network T=2: mixed energy at 4 hops 1.21e-05, at 5 hops 0.0e+00
network split ratio N=32/N=64: 3.9933 
wave q: N=16 0.0982, N=32 0.0491 1/A
flux: qbar=1.5 e, f0=-0.1 e, lambda=0.5 A, f'=0.20 e/A, Z*=2.300 e
flux split: sigma 0.7 A 59.827, sigma 1.0 A 59.826, formula 59.827 eV/A^2
acoustic split, conserving charges: 6.23e-05 eV/A^2
non-conserving: sum Z*=-0.40 e, acoustic split 1.809, formula 1.810 eV/A^2
local centres: g0=0.01994 A, split 60.818, formula 60.820 eV/A^2
local centres acoustic split: -0.00047655 eV/A^2
local/self-consistent split ratio: 3.7975 
QEq: J=10.0 eV, chi=15.0 eV, qA=1.4084 e, unscreened 22.434 eV/A^2
QEq split: N=16 0.0862, N=32 0.0216 eV/A^2, ratio 3.993
checks complete
```
